# Net vacancy drift from a zero-mean periodic field by nonlinear hopping

## The situation

A ferroelectric hafnia capacitor is cycled with a voltage whose average over each period is zero. Its charged oxygen vacancies are pushed one way in one part of the cycle and back in the other. If their velocity were proportional to the field, every vacancy would on average return to its starting place. Suppose, however, that the field is strong and short in one direction, weak and long in the other. Does the vacancy still return?

It does not, because hopping over a barrier responds to the field through a hyperbolic sine. For a symmetric barrier, the net drift at small amplitude is proportional to the time average of the cube of the field. At large amplitude the cube alone does not settle even the direction, so the conditions need care.

## Hopping rates

Let a vacancy of charge $q>0$ hop along $z$ between equivalent sites a distance $a$ apart, over a barrier $W$. The field $E(t)$ along $z$ is uniform, with period $\tau$. Vacancies are dilute and their own space charge is ignored for now. The saddle lies midway between sites, and the rates follow the instantaneous field, which requires $1/\tau$ to be far below the attempt frequency $\nu$.

The potential energy of the charge in the field is $-qEz$. Relative to the starting site, the saddle is therefore lowered by $qEa/2$ for a forward hop and raised by the same amount for a backward hop. With

$$x=\frac{qaE}{2kT},\qquad \Gamma_0=\nu e^{-W/kT},$$

the rates are $\Gamma_\pm=\Gamma_0e^{\pm x}$. Their ratio $e^{2x}=e^{qaE/kT}$ is the Boltzmann factor for the energy gained in one hop, as detailed balance requires.

This takes the stationary points of the potential as fixed. To see what their displacement does, take

$$U(z)=-\frac W2\cos\theta-qEz,\qquad \theta=\frac{2\pi z}{a}.$$

Setting $dU/dz=0$ gives $\sin\theta=s$ with $s=qEa/(\pi W)$. The minimum is at $\theta_0=\arcsin s$ and the next maximum at $\pi-\theta_0$, so the forward barrier is

$$W\cos\theta_0-\frac{qEa}{2\pi}(\pi-2\theta_0)
=W\left[\sqrt{1-s^2}+s\arcsin s\right]-\frac{qEa}{2}.$$

The last term is the lowering already found. The bracket is $1+s^2/2+\dots$, which is even in $E$: it slows forward and backward hops alike and leaves $v(E)$ odd. Its size is given below.

## From rates to drift

Let $p_n(t)$ be the probability of finding the vacancy at site $n$. Then

$$\dot p_n=\Gamma_+p_{n-1}+\Gamma_-p_{n+1}-(\Gamma_++\Gamma_-)p_n .$$

Multiply by $n$ and sum. In the first term put $n=m+1$, in the second $n=m-1$. With a bar for the average over $p_n$,

$$\dot{\bar n}=\Gamma_+(\bar n+1)+\Gamma_-(\bar n-1)-(\Gamma_++\Gamma_-)\bar n
=\Gamma_+-\Gamma_-=2\Gamma_0\sinh x .$$

Multiplying by $n^2$ instead, and using $(n\pm1)^2-n^2=\pm2n+1$,

$$\frac{d\,\overline{n^2}}{dt}=2\bar n(\Gamma_+-\Gamma_-)+\Gamma_++\Gamma_- .$$

Subtracting $d(\bar n^2)/dt=2\bar n(\Gamma_+-\Gamma_-)$ leaves the growth of the variance, $\Gamma_++\Gamma_-=2\Gamma_0\cosh x$.

Write $\langle\cdot\rangle$ for the time average over one period. The net drift velocity is

$$\boxed{v=2a\Gamma_0\langle\sinh x\rangle}$$

No assumption about the length of the period beyond $1/\tau\ll\nu$ has entered. At a fixed waveform the drift per second does not depend on the cycling frequency, while the drift per cycle is proportional to $\tau$.

## Why the linear part vanishes and the cube remains

For small $x$ the instantaneous velocity is $2a\Gamma_0x=\mu E$, with

$$\mu=\frac{qa^2\Gamma_0}{kT}=\frac{qD}{kT},\qquad D=a^2\Gamma_0 .$$

Here $D$ follows from the zero-field variance of position, which grows as $2\Gamma_0a^2t=2Dt$. The linear contribution to the drift is $\mu\langle E\rangle=0$. The series of the hyperbolic sine then gives

$$v=2a\Gamma_0\left[\frac{\langle x^3\rangle}{6}+\frac{\langle x^5\rangle}{120}+\dots\right]
\simeq\frac{a\Gamma_0}{3}\left(\frac{qa}{2kT}\right)^3\langle E^3\rangle .$$

How small must the field be? The fourth derivative of $\sinh$ vanishes at the origin and the fifth is $\cosh$, so Taylor's theorem gives

$$\sinh x=x+\frac{x^3}{6}+\frac{x^5}{120}\cosh\xi,\qquad |\xi|\le|x| .$$

If $|x|\le X$ throughout the cycle, averaging yields

$$\left|\langle\sinh x\rangle-\frac{\langle x^3\rangle}{6}\right|\le\frac{\cosh X}{120}\langle|x|^5\rangle .$$

The drift therefore has the sign of the mean cube whenever $|\langle x^3\rangle|>\cosh X\,\langle|x|^5\rangle/20$. When a waveform of fixed shape is scaled down by a factor $\lambda$, the left side falls as $\lambda^3$ and the right side at least as fast as $\lambda^5$. A nonzero mean cube thus guarantees drift at sufficiently small amplitude.

If the second half of the cycle repeats the first with reversed sign, $E(t+\tau/2)=-E(t)$, every odd average vanishes. Symmetric square, triangular and sinusoidal cycling give no drift in this model.

## Two levels: the sign holds at any amplitude

Apply $E_+>0$ for a fraction $d$ of the period and $E_-=-dE_+/(1-d)$ for the rest, so that the mean is zero. Then

$$\langle E^3\rangle=dE_+^3-\frac{d^3E_+^3}{(1-d)^2}
=dE_+^3\,\frac{(1-d)^2-d^2}{(1-d)^2}
=E_+^3\,\frac{d(1-2d)}{(1-d)^2}.$$

At fixed $E_+$ the derivative of the last fraction with respect to $d$ is $(1-3d)/(1-d)^3$. The mean cube is largest at $d=1/3$, where it equals $E_+^3/4$.

For the full drift, use $(1-d)|x_-|=dx_+$:

$$\langle\sinh x\rangle=d\sinh x_+-(1-d)\sinh|x_-|
=dx_+\left[\frac{\sinh x_+}{x_+}-\frac{\sinh|x_-|}{|x_-|}\right].$$

The function $\sinh y/y=1+y^2/6+y^4/120+\dots$ increases with $y>0$. The bracket is positive when $x_+>|x_-|$, that is, when $d<1/2$. Its sign is that of $1-2d$, and so that of the mean cube, at every amplitude: the short strong pulse wins.

In the opposite limit of strong fields, with $d<1/2$ and $x_+-|x_-|$ large, the positive pulse dominates and $v\simeq a\Gamma_0d\,e^{x_+}$. The drift is then exponential in the peak field.

## Two tones: the phase sets the direction

Let $x=x_1\cos\theta+x_2\cos(2\theta+\varphi)$ with $\theta=2\pi t/\tau$. In the cube, the product $3x_1^2x_2\cos^2\theta\cos(2\theta+\varphi)$ is the one term with a nonzero average. Since $\cos^2\theta=(1+\cos2\theta)/2$,

$$\langle x^3\rangle=\tfrac32x_1^2x_2\langle\cos2\theta\cos(2\theta+\varphi)\rangle=\tfrac34x_1^2x_2\cos\varphi .$$

For arbitrary amplitude use $e^{u\cos\theta}=\sum_mI_m(u)e^{im\theta}$, where $I_m$ is the modified Bessel function. In $\langle e^x\rangle$ the time average keeps terms with $m=-2k$, so

$$\langle e^x\rangle=\sum_kI_{2k}(x_1)I_k(x_2)e^{ik\varphi}.$$

Reversing the field multiplies each term by $(-1)^k$. Half the difference retains odd $k$, and pairing $k$ with $-k$ gives

$$\langle\sinh x\rangle=2\sum_{k=1,3,\dots}I_{2k}(x_1)I_k(x_2)\cos k\varphi .$$

At $\varphi=90^\circ$ every term vanishes.

## A positive cube with negative drift

Let the field take levels proportional to $-3,\,2,\,-1$ for fractions $2/29,\,11/29,\,16/29$ of the period. The mean is $(-6+22-16)/29=0$, the mean cube is $(-54+88-16)/29=18/29$, and the mean fifth power is $(-486+352-16)/29=-150/29$. With $x$ equal to $\lambda$ times these levels,

$$\langle\sinh x\rangle=\frac1{29}\left[3\lambda^3-\frac54\lambda^5-\dots\right].$$

All later coefficients are negative too, because $2\cdot3^m$ exceeds $11\cdot2^m$ for $m\ge5$. The drift starts positive and reverses once as the amplitude grows: the rare level $-3$ has the smaller weight in the cube but the larger weight in the exponential.

## The opposing field that stops the drift

Add a constant field that shifts $x$ to $x-b$. Then

$$\langle\sinh(x-b)\rangle=\cosh b\,\langle\sinh x\rangle-\sinh b\,\langle\cosh x\rangle ,$$

which vanishes for

$$\tanh b=\frac{\langle\sinh x\rangle}{\langle\cosh x\rangle},\qquad
E_{\rm stop}=\frac{2kT}{qa}\,b .$$

The same $b$ governs accumulation at a blocking electrode. If the vacancy moves far less than one site per cycle, the rates may be replaced by their averages $R_\pm=\Gamma_0(\langle\cosh x\rangle\pm\langle\sinh x\rangle)$. Zero net flux, $R_+p_n=R_-p_{n+1}$, gives

$$\frac{p_{n+1}}{p_n}=\frac{1+\tanh b}{1-\tanh b}=e^{2b},$$

an exponential profile of decay length $a/(2b)$.

## Worked example: a 10 nm hafnia-type capacitor

Take rough typical values: $q=2e$, $a=0.28$ nm, $W=0.90$ eV, $\nu=10^{13}$ Hz and $T=358$ K. The field is $+3$ MV/cm for one third of the period and $-1.5$ MV/cm for two thirds, at 100 kHz.

With $kT=0.03085$ eV the field scale is $2kT/(qa)=1.102$ MV/cm. Hence $x_+=3/1.102=2.72$ and $x_-=-1.36$: the hopping is well beyond the linear regime. The zero-field rate is $\Gamma_0=2.14$ s$^{-1}$, and $\langle\sinh x\rangle=1.311$, so

$$v=2(0.28\ \text{nm})(2.14\ \text{s}^{-1})(1.311)=1.57\ \text{nm/s}=1.57\times10^{-7}\ \text{cm/s}.$$

The linear mobility is $1.09\times10^{-13}$ cm$^2$/Vs, but it multiplies a zero mean field. The mean cube is $27/4=6.75$ (MV/cm)$^3$, and the cubic term alone gives 1.01 nm/s, or 64% of the drift. The sufficient condition on the remainder is not met here: $\langle x^3\rangle\approx5$, while $\cosh X\langle|x|^5\rangle/20\approx20$. The sign is secured by the two-level argument instead.

At this speed a vacancy crosses 10 nm in 6.4 s, or $6.4\times10^5$ cycles. One positive pulse moves it by $3\times10^{-5}$ nm on average, so the averaged rates are justified.

With $\langle\cosh x\rangle=3.934$, $\tanh b=0.333$ and $E_{\rm stop}=0.38$ MV/cm. Neighbouring sites at a blocking electrode would differ in occupation by a factor of 2.0, with a decay length of 0.40 nm. That holds for vacancies that do not repel one another.

A two-tone field with amplitudes 2 and 1 MV/cm gives 0.65 nm/s at $\varphi=0$ and 0.32 nm/s at $60^\circ$, following $\cos\varphi$ closely. The three-level waveform reverses at a peak field of 3.83 MV/cm: its drift is $+0.047$ nm/s at a peak of 3.0 MV/cm and $-0.086$ nm/s at 4.2 MV/cm.

## What the model leaves out

**Space charge.** Suppose vacancies of density $N$ are neutralised by a fixed negative background. The drift sweeps them from a strip $0<z<w$ to the far electrode, where they are screened. In the strip $dE/dz=-qN/\varepsilon$. If $E_m$ is the resulting field in the neutral part, zero mean voltage across thickness $L$ requires

$$E_mL+\frac{qNw^2}{2\varepsilon}=0 .$$

Drift in the neutral part stops at $E_m=-E_{\rm stop}$, hence

$$w=\sqrt{\frac{2\varepsilon LE_{\rm stop}}{qN}} .$$

For $N=5\times10^{19}$ cm$^{-3}$ and relative permittivity 30, $w=3.6$ nm. In this sharp-edged estimate the motion halts after about a third of the film has been depleted, so the crossing time above describes the initial speed and not a complete clearing of the film. The charge of the strip also adds $qNw/\varepsilon=2.1$ MV/cm at $z=0$, where the strong pulse then reaches about $3-0.4+2.1=4.7$ MV/cm; since the film is neutral overall, the accumulated vacancies produce the same field at the far electrode. A self-consistent profile with a diffuse edge (Debye length 0.5 nm) and a finite accumulation layer gives $w\approx3.2$ nm and about 4.6 MV/cm. Both estimates treat the film as a linear dielectric. Over nearly 2 nm of the strip the weak pulse no longer reaches a coercive field of 1 MV/cm, so the polarization there would stop switching, and the bound charge at that boundary, up to $2P=40$ µC/cm$^2$ for $P=20$ µC/cm$^2$, would outweigh the swept charge of about 5 µC/cm$^2$.

**A non-ferroelectric layer.** Let a layer of thickness $l$ and the same permittivity lie in series with the ferroelectric, whose polarization $\pm P$ follows the sign of the field. Continuity of displacement, $\varepsilon E_f\pm P=\varepsilon E_l$, and the voltage condition $E_f(L-l)+E_ll=EL$ give

$$E_f=E\mp\frac{Pl}{\varepsilon L}.$$

For $P=20$ µC/cm$^2$ and $l=0.5$ nm the correction is 0.38 MV/cm. The two signs last for unequal times, so the film sees a mean field of $0.38/3=0.13$ MV/cm although the applied voltage has none. A linear term of 0.14 nm/s returns. The lower peak field alone would cut the drift to 0.69 nm/s; the weaker reverse field restores part of it, and the total is 1.18 nm/s. These numbers illustrate the trend only. Without trapped charge at the interface, the layer itself would carry $E_f+P/\varepsilon\approx10$ MV/cm in the strong pulse, far above breakdown. In a real film, leakage and trapped charge can screen much of the polarization and so change the correction.

**An off-centre saddle.** In a polar crystal the saddle need not lie midway. Put it at a fraction $\alpha$ of the hop along the polarization, and let the polarization follow the field. With $y=|x|$, the net rate along the field is

$$\Gamma_0\left[e^{2\alpha y}-e^{-2(1-\alpha)y}\right]=2\Gamma_0\left[y+(2\alpha-1)y^2+\dots\right].$$

For zero mean field the leading drift is now $2a\Gamma_0(2\alpha-1)\langle x|x|\rangle$, of second order and so ahead of the mean cube. If the field stays below the coercive field, the polarization remains fixed instead. With $x$ counted positive along it, the net rate is $\Gamma_0[e^{2\alpha x}-e^{-2(1-\alpha)x}]$ for both signs of $x$, and the leading drift is $2a\Gamma_0(2\alpha-1)\langle x^2\rangle$, which even a symmetric waveform does not cancel. For the example, where the polarization is taken to switch, $\alpha=0.45$ gives 1.03 nm/s and $\alpha=0.55$ gives 2.31 nm/s. At these fields the second-order term is only $\mp0.15$ nm/s against about 1.0 nm/s from the cube. For $\alpha=0.45$ it sets the direction only below a peak field of 0.44 MV/cm, where the polarization would no longer switch.

**Smaller and common factors.** The even barrier correction slows the strong pulse more than the weak one. For the cosine barrier with overdamped motion it lowers the drift by 9%. Ionic tunnelling, estimated by Wigner's leading factor $1+(h\nu/kT)^2/24$ with the barrier frequency set equal to $\nu$, raises both rates by about 7%; the zero-point energy of the well, at the same frequency, would bring the quantum correction to about 16%. Hysteresis loss of $4PE_c$ per cycle, with $E_c=1$ MV/cm and a heat conductivity of 1 W/(m K), warms the film centre by about 0.1 mK between ideally cooled electrodes.

## Beside a real capacitor

Films near 10 nm and fields of a few MV/cm are usual for ferroelectric hafnia, and vacancy redistribution is one of the mechanisms proposed for wake-up. The unequal waveform is a deliberate choice; endurance cycling commonly uses symmetric pulses, for which this model predicts no drift. The barrier is uncertain: a change of 0.1 eV alters the speed 26-fold. So is the coupling to the field, $qa/2=2.8$ eÅ, which assumes the nominal charge and the macroscopic field: a value 50% larger multiplies the drift by 5.6, and a doubled value multiplies it by 26. With all other inputs fixed, cooling to 300 K reduces it to 0.011 nm/s. Real devices also break the assumption of a uniform field with zero mean, through interface layers and unlike electrodes; the idealised layer considered above changes the drift by 25%, and a built-in voltage of 0.1 V across the film gives 0.83 nm/s even under symmetric $\pm3$ MV/cm cycling. The applied peak field is two thirds of a rough breakdown field of 4.5 MV/cm, but in the depleted strip the local field approaches or exceeds that value. At the vacancy density assumed above, the film might therefore break down before the drift halts. Creation of new vacancies, which matters for fatigue and breakdown, is not described here.

Within these limits, rectified vacancy motion is avoided if both the field inside the film and the polarization are antisymmetric from one half-cycle to the next. The condition is sufficient but not necessary: for a midway saddle the two-tone field at $\varphi=90^\circ$ lacks this symmetry and gives no drift. Zero average voltage alone does not ensure this. The inputs and main values of the worked example are in the numerical output below.

## Calculated quantities

```
temperature: 358 K
vacancy charge: 2 e
hop distance: 0.28 nm
hop barrier: 0.9 eV
attempt frequency: 1e+13 Hz
film thickness: 10 nm
cycling frequency: 100 kHz
positive time fraction: 0.3333
positive field: 3 MV/cm
negative field: -1.5 MV/cm
kT: 0.03085 eV
field scale 2kT/(qa): 1.102 MV/cm
x in positive part: 2.723
x in negative part: -1.361
zero-field rate G0: 2.139 1/s
linear mobility: 1.087e-13 cm2/Vs
mean cube of field: 6.75 (MV/cm)^3
mean sinh x: 1.311
mean cosh x: 3.934
net drift: 1.57 nm/s
cubic term alone: 1.007 nm/s
cubic share of drift: 0.6415
film crossing time: 6.368 s
film crossing cycles: 6.368e+05 cycles
shift in one positive pulse: 3.026e-05 nm
stopping field: 0.3818 MV/cm
neighbour occupation ratio: 2
accumulation length: 0.404 nm
two-tone first amplitude: 2 MV/cm
two-tone second amplitude: 1 MV/cm
two-tone drift, phase 0 deg: 0.6463 nm/s
two-tone drift, phase 60 deg: 0.3231 nm/s
three-level reversal peak: 3.83 MV/cm
three-level drift, peak 3.0 MV/cm: 0.04671 nm/s
three-level drift, peak 4.2 MV/cm: -0.08596 nm/s
assumed vacancy density: 5e+19 1/cm3
relative permittivity: 30
depletion width at stop: 3.558 nm
polarization: 20 uC/cm2
non-ferroelectric layer: 0.5 nm
depolarizing field: 0.3765 MV/cm
mean film field with layer: 0.1255 MV/cm
drift with layer: 1.178 nm/s
its linear part: 0.1364 nm/s
drift, saddle at 0.45 of hop: 1.034 nm/s
drift, saddle at 0.55 of hop: 2.305 nm/s
cosine-barrier drift / sinh drift: 0.912
ionic tunnelling rate factor: 1.075
coercive field: 1 MV/cm
heat conductivity: 1 W/(m K)
hysteresis heating: 0.0001 K
rate factor per 0.1 eV barrier: 25.57
drift at 300 K: 0.01133 nm/s
rough breakdown field: 4.5 MV/cm
peak field / breakdown field: 0.6667
```
